# Cavity Born-Oppenheimer surfaces with the photon displacement as a slow coordinate

In a one-dimensional model of an ion, an electron and a cavity mode tuned to the ion's vibration, the two lowest excitations lie at 1607.37 and 1712.11 cm$^{-1}$ when the full Hamiltonian is diagonalized. If the electron is instead made to follow a single potential surface, on which the ion and the photon move together, they come out at 1607.48 and 1712.23 cm$^{-1}$. The errors are about 0.1 cm$^{-1}$, less than one part in $10^4$ of either excitation. Yet the photon coordinate on this surface has unit mass, the same as the electron. In this form no heavy mass is in sight to explain why it may be treated as slow.

To find the reason we need the Hamiltonian in a form where the photon coordinate enters the electronic problem as a parameter. Hartree atomic units are used. One lossless mode of frequency $\omega$ couples to one molecule much smaller than the wavelength, so the vector potential is uniform over the molecule. Its component along the polarization is written $\lambda Q$, with the factor $1/c$ absorbed. Particle $i$ has charge $z_i$, mass $m_i$, and position $x_i$ and momentum $p_i$ along the polarization. Minimal coupling gives

$$
H_{\rm mc}=\sum_i\frac{(p_i-z_i\lambda Q)^2}{2m_i}+V+\tfrac12(\Pi^2+\omega^2Q^2),\qquad [Q,\Pi]=i,
$$

where the kinetic energy of motion perpendicular to the polarization does not couple to the mode and is not written. Let $\mu=\sum_i z_ix_i$ be the total dipole, nuclei included, and let $U=e^{i\lambda\mu Q}$. Differentiating the exponent gives

$$
U^\dagger p_iU=p_i+z_i\lambda Q,\qquad U^\dagger\Pi U=\Pi+\lambda\mu .
$$

The first shift removes $Q$ from the particle kinetic energies, and the second moves the coupling into the field energy, which becomes $\tfrac12(\Pi+\lambda\mu)^2+\tfrac12\omega^2Q^2$. Now rename $\Pi=-\omega q$ and $Q=p/\omega$. This is canonical, because $[q,p]=[-\Pi/\omega,\omega Q]=-[\Pi,Q]=i$. The result is

$$
H=T_n+\tfrac12p^2+H_c(R,q),\qquad H_c=H_e(R)+\tfrac12(\omega q-\lambda\mu)^2 .
$$

Here $T_n$ is the nuclear kinetic energy and $H_e$ is the electronic Hamiltonian with the nuclear repulsion. The square contains the dipole self-energy $\tfrac12\lambda^2\mu^2$. The electric field is $-\lambda\dot Q$. In the original form $\dot Q=\Pi$, and after the transformation this operator reads $\Pi+\lambda\mu$, so the field is

$$
\mathcal E=-\lambda(\Pi+\lambda\mu)=\lambda(\omega q-\lambda\mu).
$$

The part $\lambda\omega q$ is the displacement $D$, and $\lambda^2\mu$ is the polarization term subtracted from it, as in $\mathcal E=D-4\pi P$. This is why $q$ is called a displacement coordinate.

The operator $H_c$ contains neither $p$ nor the nuclear momenta, so it can be diagonalized at fixed $R$ and $q$:

$$
H_c(R,q)\,\psi_k=E_k(R,q)\,\psi_k .
$$

The $\psi_k$ are functions of the electronic coordinates. They are taken real, normalized and nondegenerate. We keep one nuclear coordinate $R$ along the polarization, with charge $Z$ and mass $M$; further coordinates add terms of the same form. Let $a$ stand for $R$ or $q$, with $m_R=M$ and $m_q=1$. Insert $\Psi=\sum_k\chi_k(R,q)\psi_k$ into $H\Psi=\varepsilon\Psi$ and use

$$
\partial_a^2(\chi_k\psi_k)=\psi_k\partial_a^2\chi_k+2(\partial_a\psi_k)\partial_a\chi_k+\chi_k\partial_a^2\psi_k .
$$

Projection on $\psi_j$ gives the coupled equations

$$
(T+E_j-\varepsilon)\chi_j-\sum_{k,a}\frac1{m_a}\left(F^a_{jk}\partial_a+\tfrac12G^a_{jk}\right)\chi_k=0,
$$

with $T=-\sum_a\partial_a^2/2m_a$, $F^a_{jk}=\langle\psi_j|\partial_a\psi_k\rangle$ and $G^a_{jk}=\langle\psi_j|\partial_a^2\psi_k\rangle$. Nothing has been neglected so far. The cavity Born-Oppenheimer (CBO) approximation drops all $F$ and $G$ and keeps the lowest surface:

$$
\left[-\frac{1}{2M}\partial_R^2-\frac12\partial_q^2+E_0(R,q)\right]\chi=\varepsilon\chi .
$$

The slopes of the surface and the dropped couplings follow from one identity. Differentiating $H_c\psi_0=E_0\psi_0$ gives

$$
(\partial_aH_c)\psi_0+H_c\,\partial_a\psi_0=(\partial_aE_0)\psi_0+E_0\,\partial_a\psi_0 .
$$

Projection on $\psi_0$ cancels the terms containing $\partial_a\psi_0$ and leaves the Hellmann-Feynman theorem, $\partial_aE_0=\langle\partial_aH_c\rangle$. Since $\partial\mu/\partial R=Z$ at fixed electron positions,

$$
\frac{\partial E_0}{\partial q}=\omega(\omega q-\lambda\langle\mu\rangle),\qquad
\frac{\partial E_0}{\partial R}=\left\langle\frac{\partial H_e}{\partial R}\right\rangle-Z\lambda(\omega q-\lambda\langle\mu\rangle).
$$

The forces are minus these slopes. The cavity pushes the nucleus with $Z\langle\mathcal E\rangle$, the bare charge times the mean field. The electrons' response enters through $\langle\mu\rangle$ and through the density in the first term.

The model shows the sizes. Its electronic Hamiltonian is

$$
H_e=\tfrac12p_r^2+\tfrac12(0.2)\,r^2-\frac1{\sqrt{(r-R)^2+1}},\qquad \mu=R-r ,
$$

for an electron at $r$ and an ion with $Z=1$ and $M=2000$. The harmonic term is fixed in space, so the electron does not follow the ion fully. The coupling is $\lambda=0.05$, and $\omega=0.007575$ Eh (1662.5 cm$^{-1}$) lies within 0.03 % of the harmonic vibration frequency without the cavity. This coupling is very large for one molecule: with $\lambda=\sqrt{4\pi/V}$ it corresponds to a mode volume $V$ of about 0.75 nm$^3$. A volume of half a wavelength cubed at this frequency gives $\lambda\approx3\times10^{-7}$, and splittings of the size found below then require many molecules coupled together. At $R=0.4$ bohr and $q=5$ the dipole is $\langle\mu\rangle=0.17487$, so

$$
\frac{\partial E_0}{\partial q}=0.007575\,(0.037875-0.008744)=2.207\times10^{-4}.
$$

The direct cavity force on the ion is $0.05\times0.029131=1.457\times10^{-3}$, while the whole slope along $R$ is 0.0450. Finite differences of $E_0$ reproduce both slopes.

Projecting the same identity on $\psi_k$ with $k\neq0$ removes $\partial_aE_0$ by orthogonality and leaves $\langle k|\partial_aH_c|0\rangle+E_kF^a_{k0}=E_0F^a_{k0}$. Hence

$$
F^a_{k0}=\frac{\langle k|\partial_aH_c|0\rangle}{E_0-E_k},\qquad
F^q_{k0}=\frac{\omega\lambda\mu_{k0}}{E_k-E_0}.
$$

In the second formula $\omega^2q$ has no off-diagonal element, and the minus sign of $-\omega\lambda\mu$ has reversed the denominator. The factor $\omega$ answers the opening question. The electrons feel the displacement through $\omega q$, so at low frequency a given change of $q$ hardly alters their state.

This can be made quantitative. In the ground state of an oscillator of unit mass, $\langle p^2\rangle=\omega/2$. The coupling $F^q_{k0}\,p$ divided by a gap $\Delta=E_k-E_0$ is therefore of size

$$
\frac{|F^q_{k0}|}{\Delta}\sqrt{\frac{\omega}{2}}=\frac{\lambda|\mu_{k0}|}{\sqrt{2\Delta}}\left(\frac{\omega}{\Delta}\right)^{3/2}.
$$

For the ion, $\langle P^2\rangle=M\omega/2$, and the corresponding ratio is $|F^R_{k0}|\sqrt{\omega/2M}/\Delta$. A large mass makes this one small; for the photon a soft spring does the same work. The two are the same mechanism in different scalings: in the coordinate $u=\omega q$, which is what the electrons feel, $H_c$ contains no $\omega$ and the kinetic energy is $\tfrac12\omega^2p_u^2$, so the mass is $1/\omega^2$, about 17 400 in the model. In the model the first gap at the minimum, $R=q=0$, is 0.684 Eh, about 90 times $\omega$. With the couplings to the first excited state at the point used above, $|F^q|=4.79\times10^{-4}$ and $|F^R|=0.323$, and the gap of 0.675 Eh at that point, the ratios are about $4.4\times10^{-5}$ for the photon and $6.6\times10^{-4}$ for the ion. Each grows without limit if a gap closes while the matrix element $\langle k|\partial_aH_c|0\rangle$ stays nonzero, so a single surface cannot be trusted near such a degeneracy, however low $\omega$ is.

The vibrational polaritons are contained in the curvature of $E_0$. Because $\psi_0$ is real, $\partial_q\langle\mu\rangle=2\sum_{k\ne0}\mu_{0k}F^q_{k0}=\omega\lambda\alpha_\lambda$, with

$$
\alpha_\lambda=2\sum_{k\neq0}\frac{|\mu_{k0}|^2}{E_k-E_0}.
$$

This is the static polarizability of the electrons described by $H_c$, self-energy included. Differentiating the $q$ slope once more gives

$$
E_{qq}=\omega^2-\omega\lambda\,\partial_q\langle\mu\rangle=\omega^2(1-\lambda^2\alpha_\lambda),\qquad
E_{qR}=-\omega\lambda Z^*,
$$

where $Z^*=\partial\langle\mu\rangle/\partial R$ at fixed $q$. The bare charge $Z$ stands in the force, but the effective charge $Z^*$ stands in the coupling of the two motions, because the electrons rearrange when the ion moves. The photon oscillation is stable at fixed $R$ where $\lambda^2\alpha_\lambda<1$.

In mass-weighted coordinates the squared harmonic frequencies are the eigenvalues of the matrix with diagonal elements $A=E_{RR}/M$ and $B=E_{qq}$ and off-diagonal element $C=E_{qR}/\sqrt M$:

$$
\Omega_\pm^2=\frac{A+B}2\pm\sqrt{\left(\frac{A-B}2\right)^2+C^2}.
$$

At resonance, $A\approx B\approx\omega^2$, the difference $\Omega_+^2-\Omega_-^2$ is $2|C|$. Dividing by $\Omega_++\Omega_-\approx2\omega$ gives

$$
\Omega_+-\Omega_-\approx\frac{|C|}{\omega}=\frac{\lambda|Z^*|}{\sqrt M}.
$$

At the minimum of the model $\alpha_\lambda=2.118$, $Z^*=0.4236$ and $E_{RR}=0.11528$. The curvature along $R$ needs a well-converged electronic basis: an electron grid with a spacing of 0.4 bohr makes it about $6\times10^{-5}$ too large and raises the harmonic frequencies below by about 0.2 cm$^{-1}$. Then $\lambda^2\alpha_\lambda=0.0053$, and

$$
A=5.764\times10^{-5},\quad B=5.708\times10^{-5},\quad C=-3.588\times10^{-6}.
$$

The roots are $\Omega_-=1609.2$ and $\Omega_+=1713.5$ cm$^{-1}$, split by 104.3 cm$^{-1}$. The short formula gives 103.9 cm$^{-1}$. It is slightly low mainly because the self-energy and the polarizability leave $A$ and $B$ a little apart.

Without the cavity the force constant of the ion is 0.11470, so $E_{RR}$ at fixed $q$ is larger by $5.8\times10^{-4}$. Most of this increase disappears when $q$ is allowed to relax. Setting $\partial E_0/\partial q=0$ gives $\omega q=\lambda\langle\mu\rangle$, where the mean field $\langle\mathcal E\rangle$ vanishes. At such a point

$$
E_0=\langle H_e\rangle+\tfrac12\lambda^2\left(\langle\mu^2\rangle-\langle\mu\rangle^2\right),
$$

because $\omega q-\lambda\mu$ has become $-\lambda(\mu-\langle\mu\rangle)$. To order $\lambda^2$, what remains of the cavity is the fluctuation of the electronic dipole; the distortion of the electronic state changes $\langle H_e\rangle$ only at order $\lambda^4$. At $R=0.4$ bohr the variance is 0.7346 and the fluctuation energy is $\tfrac12(0.0025)(0.7346)=9.18\times10^{-4}$ Eh. A constant energy exerts no force, so it is the variation with $R$ that matters. To find the curvature of the relaxed surface, differentiate the condition $E_q(R,q(R))=0$, which gives $dq/dR=-E_{qR}/E_{qq}$. The relaxed curvature is then

$$
E_{RR}+E_{qR}\frac{dq}{dR}=E_{RR}-\frac{E_{qR}^2}{E_{qq}}=0.11528-0.00045=0.11483,
$$

which is 0.1 % above the cavity-free value.

The relaxed surface also does not depend on the cavity frequency. At fixed $\lambda$, $H_c$ contains $q$ only in the product $\omega q$, so minimizing over $q$ is the same as minimizing over $\omega q$, and $\omega$ drops out. Within CBO the resonance condition enters through the motion on the surface, where the kinetic energy of $q$ sets the time scale, and not through the heights of relaxed minima and barriers.

We now return to what was dropped. Differentiating $\langle\psi_0|\psi_0\rangle=1$ shows that $F^a_{00}=0$ for real states. A second differentiation gives $G^a_{00}=-\langle\partial_a\psi_0|\partial_a\psi_0\rangle$, and inserting the complete set $\psi_k$ turns this into $-\sum_{k\ne0}(F^a_{k0})^2$. The neglected term on the ground surface itself is therefore the positive diagonal correction

$$
D(R,q)=\sum_{k\neq0}\left[\frac{(F^R_{k0})^2}{2M}+\frac{(F^q_{k0})^2}{2}\right].
$$

Together with $E_0$ it encloses the true ground energy $\varepsilon_0$. At every $(R,q)$,

$$
H_c-E_0=\sum_k(E_k-E_0)|\psi_k\rangle\langle\psi_k|\geq0 ,
$$

so $\langle H\rangle\geq\langle T+E_0\rangle$ in any state, and the CBO ground energy is a lower bound to $\varepsilon_0$. For an upper bound take the product $\chi\psi_0$ as a trial state. Its kinetic energy contains

$$
\int|\partial_a(\chi\psi_0)|^2=\int|\partial_a\chi|^2+\int|\chi|^2\langle\partial_a\psi_0|\partial_a\psi_0\rangle ,
$$

with no cross term because $F^a_{00}=0$. Multiplied by $1/2m_a$ and summed over $a$, the last term is the mean of $D$. The ground energy of $T+E_0+D$ is therefore an upper bound. In the model the three energies are

$$
-0.5723721<-0.5723428<-0.5723425\ {\rm Eh}.
$$

The full energy lies $2.9\times10^{-5}$ Eh above the lower bound and $3\times10^{-7}$ Eh below the upper one. At the minimum the ion contributes $2.97\times10^{-5}$ Eh to $D$ and the photon $1.1\times10^{-7}$ Eh. These bounds hold for the ground energy; an excitation energy is a difference of levels and is not bounded by them.

The couplings to the excited surfaces act in second order. In the equation for $\chi_k$, keep the source term from $\chi_0$ that contains a derivative of $\chi_0$, and drop the smaller $G$ term and the couplings among excited surfaces. Since $(T+E_0-\varepsilon)\chi_k$ is of the order of a vibrational or photon quantum times $\chi_k$, the operator $T+E_k-\varepsilon$ may be replaced by the much larger gap $E_k-E_0$. Then

$$
\chi_k\approx\frac{1}{E_k-E_0}\sum_a\frac{F^a_{k0}}{m_a}\partial_a\chi_0 .
$$

The coupling from surface 0 to surface $k$ was $-\sum_aF^a_{k0}\partial_a/m_a$. Because $H$ is Hermitian, the coupling back is its adjoint, $+\sum_b\partial_bF^b_{k0}/m_b$, where $\partial_b$ acts on everything to its right. Substituting $\chi_k$ adds to the equation for $\chi_0$ the operator

$$
\sum_{ab}\partial_bB_{ab}\partial_a=-\sum_{ab}P_bB_{ab}P_a,\qquad
B_{ab}=\sum_{k\neq0}\frac{F^a_{k0}F^b_{k0}}{m_am_b(E_k-E_0)},
$$

with $P_a=-i\partial_a$. It lowers the kinetic energy at given momentum, which means a larger inertia. For the photon alone, $\tfrac12p^2$ becomes $\tfrac12p^2(1-2B_{qq})$, so to leading order the mass of the displacement coordinate is

$$
m_q^{\rm eff}=1+2B_{qq}=1+2\omega^2\lambda^2\sum_{k\neq0}\frac{|\mu_{k0}|^2}{(E_k-E_0)^3}.
$$

The admixture $\chi_k$ is proportional to the momentum of $q$, so it describes electrons set in motion as the field changes. Their excitation energy, $\sum_k\int(E_k-E_0)|\chi_k|^2=\langle pB_{qq}p\rangle$, is to leading order the extra $\tfrac12(m_q^{\rm eff}-1)\dot q^2$.

The polaritons show the two corrections in turn. All values are in cm$^{-1}$.

| Treatment | Lower | Upper | Splitting |
|---|---:|---:|---:|
| harmonic | 1609.2 | 1713.5 | 104.3 |
| CBO | 1607.48 | 1712.23 | 104.75 |
| CBO with $D$ | 1607.43 | 1712.19 | 104.76 |
| CBO with $D$ and $B$ | 1607.37 | 1712.11 | 104.74 |
| full Hamiltonian | 1607.37 | 1712.11 | 104.74 |

The first two rows use the same surface, so their difference of 1.3 to 1.7 cm$^{-1}$ is the anharmonicity of $E_0$, which here exceeds the CBO error by more than a factor of ten. The last two rows agree to the digits shown. The harmonic row uses the converged curvature, and the other rows use an electron grid with a spacing of 0.4 bohr. Halving that spacing lowers the CBO and full positions by about 0.005 cm$^{-1}$, so the full upper value becomes 1712.10, and leaves the CBO errors unchanged. The full diagonalization uses a finite basis, but it is a reference for this model with one lossless mode, not for a real molecule.

The photon's share of the error can be isolated by clamping the ion. A relative change $-2B_{qq}$ of the kinetic energy changes the frequency by the relative amount $-B_{qq}$, which is proportional to $\omega^2$, so the absolute change is proportional to $\omega^3$. The diagonal correction follows the same law: its photon part is $\omega^2$ times a function of $\omega q$, its curvature in $q$ is of order $\omega^4$, and dividing by $2\omega$ gives a frequency shift of order $\omega^3$. At fixed $\lambda$ and small $\omega$, doubling the frequency should multiply the CBO error by 8. With $R=0.5$ bohr and a stronger coupling, $\lambda=0.2$, the computed factor from $\omega=0.01$ to 0.02 Eh is 8.03. At 0.02 Eh the CBO transition is 0.0191867 Eh against 0.0191861 Eh in full, an error of 0.003 % of the full value, and the terms $D$ and $B$ remove it to the digits given.

The situation changes when $\omega$ equals the electronic gap, 0.707 Eh for this clamped ion, where a photon quantum is no longer small against the gap as the derivation of $B$ assumed. CBO then gives a first transition at 0.677 Eh, while the full value is 0.594 Eh, so the error is 14 % of the full value. A photon can now be exchanged resonantly for an electronic excitation, and this mixes states that belong to different surfaces. Keeping only $E_0$ leaves out that exchange, and the coupled equations for several $\chi_k$ must be solved instead: two coupled surfaces give 0.603 Eh and three give 0.595 Eh. The cavity Born-Oppenheimer approximation is thus suited to the vibrational regime, where both the cavity frequency and the vibration lie far below well-separated electronic levels. This has been shown here for one molecule and one lossless mode; collective coupling of many molecules, many modes and losses are outside the model.

## Computed results

```
ion mass M = 2000 m_e; confinement constant = 0.2 a.u.
softening length = 1.0 bohr; coupling lambda = 0.05 a.u.
cavity-free force constant = 0.114761 a.u.
cavity = vibration frequency = 0.0075750 Eh = 1662.52 cm^-1
electronic gap at R=q=0 = 0.68449 Eh
electronic gap / cavity frequency = 90.4
gauge test, largest level difference = 2.9e-10 Eh
test point: R = 0.4 bohr, q = 5.0 a.u.
E0 there = -0.5703527 Eh; <mu> = 0.174872 a.u.
dE0/dR: formula 0.04502475, difference 0.04502475 a.u.
dE0/dq: formula 2.2067e-04, difference 2.2067e-04 a.u.
coupling F_R to first excited, size = 0.32313 a.u.
coupling F_q to first excited, size = 4.7946e-04 a.u.
relaxed q at R=0.4 bohr = 1.1333 a.u.
dipole variance there = 0.73463 a.u.
fluctuation energy there = 9.1829e-04 Eh
polarizability alpha_lambda = 2.11800 a.u.
dipole derivative Z* = 0.42361 e
E_RR = 0.115340; E_qq = 5.70766e-05; E_qR = -1.60442e-04 a.u.
splitting lambda|Z*|/sqrt(M) = 103.946 cm^-1
harmonic: 1609.4160, 1713.7745; splitting 104.3585 cm^-1
CBO: 1607.4828, 1712.2321; splitting 104.7494 cm^-1
CBO + diagonal: 1607.4265, 1712.1906; splitting 104.7641 cm^-1
CBO + diagonal + inertia: 1607.3718, 1712.1077; splitting 104.7360 cm^-1
full Hamiltonian: 1607.3718, 1712.1078; splitting 104.7360 cm^-1
electronic-space error of transitions = 8.5e-08 cm^-1
ground energy, CBO lower bound = -0.572372067 Eh
ground energy, full Hamiltonian = -0.572342783 Eh
ground energy, product upper bound = -0.572342465 Eh
ground energy, CBO + diagonal = -0.572342465 Eh
diagonal correction at R=q=0, ion part = 2.9714e-05 Eh
diagonal correction at R=q=0, photon part = 1.1088e-07 Eh
clamped ion: R = 0.5 bohr, lambda = 0.2 a.u.
clamped ion: electronic gap = 0.70696 Eh
w=0.01000: full 0.00959353, CBO 0.00959360 Eh, error 0.0007 %
w=0.02000: full 0.01918609, CBO 0.01918666 Eh, error 0.0030 %
w=0.70696: full 0.59424124, CBO 0.67681197 Eh, error 13.8952 %
w=0.02 with diagonal and inertia terms = 0.01918609 Eh
CBO error ratio, w=0.02 to w=0.01 = 8.025
```
